\section*{The embedding potential and the conditions on the frozen density, part 1}

(Sections cited here and not found follow in the later parts.)

\section{The embedding potential}

\subsection{What symmetry and scaling fix}

The energy of $N$ electrons in the field of fixed nuclei is a functional of the total density $\rho$ alone. If we write $\rho=\rho_A+\rho_B$, the energy cannot know where the cut was made: it is unchanged under the transfer
\begin{equation}
\rho_A\to\rho_A+\eta,\qquad \rho_B\to\rho_B-\eta ,
\label{eq:transfer}
\end{equation}
for any $\eta(\mathbf r)$. Each term $X[\rho]$ of the energy therefore responds to a change of $\rho_A$ at fixed $\rho_B$ through $\delta X/\delta\rho$ evaluated at $\rho_A+\rho_B$. An equation written for subsystem $A$ as if it were alone already contains $\delta X/\delta\rho$ at $\rho_A$. The environment must supply the difference,
\begin{equation}
v_X^{\rm nad}(\mathbf r)=\frac{\delta X}{\delta\rho(\mathbf r)}\bigg|_{\rho_A+\rho_B}-\frac{\delta X}{\delta\rho(\mathbf r)}\bigg|_{\rho_A}.
\label{eq:form}
\end{equation}
The degree of $X$ in $\rho$ decides what this difference looks like. For a quadratic term such as the Hartree energy the derivative is linear in $\rho$, and the difference depends on $\rho_B$ only. For the exchange-correlation energy and the noninteracting kinetic energy the difference depends on both densities.

Dimensions fix the local forms of the kinetic term and of the exchange part of the exchange-correlation energy; correlation has no single scaling power and is not fixed this way. Under $\rho_\lambda(\mathbf r)=\lambda^3\rho(\lambda\mathbf r)$, which conserves $N$, a kinetic energy of orbitals scales as $\lambda^2$ (two derivatives) and an exchange energy as $\lambda$ (one inverse length). A local expression $\int\rho^p\,d^3r$ scales as $\lambda^{3p-3}$, since $\rho^p$ gives $\lambda^{3p}$ and the volume element $\lambda^{-3}$. Hence $p=5/3$ for the kinetic term and $p=4/3$ for exchange, and the local potentials of type \eqref{eq:form} must be proportional to $(\rho_A+\rho_B)^{2/3}-\rho_A^{2/3}$ and $(\rho_A+\rho_B)^{1/3}-\rho_A^{1/3}$.

The transfer \eqref{eq:transfer} has a first limit (further conditions are derived in the second section): $\rho_A$ is a density of electrons and cannot be negative. If $\rho_B$ is held fixed and the exact total density is $\rho_0$, then $\rho_A=\rho_0-\rho_B$ must be non-negative.

Hartree atomic units are used throughout. The functional is
\begin{equation}
E[\rho]=T_s[\rho]+\int(v_A+v_B)\rho+J[\rho]+E_{xc}[\rho],\qquad
J[\rho]=\frac12\iint\frac{\rho(\mathbf r)\rho(\mathbf r')}{|\mathbf r-\mathbf r'|},
\label{eq:E}
\end{equation}
where $v_A$ and $v_B$ are the potential energies of an electron in the field of the nuclei assigned to $A$ and $B$. The noninteracting kinetic energy is defined by Levy's constrained search,
\begin{equation}
T_s[\rho]=\min_{\{\phi_i\}\to\rho}T[\{\phi_i\}],\qquad T[\{\phi_i\}]=\sum_i\tfrac12\int|\nabla\phi_i|^2,
\label{eq:Levy}
\end{equation}
over orthonormal spin orbitals with $\sum_i|\phi_i|^2=\rho$, at most two sharing a spatial function. The minimum of $E$ among $N$-electron densities is $E_0$, reached at a unique $\rho_0$. The frozen density $\rho_B\ge0$ holds an integer number $N_B$ of electrons, and $N_A=N-N_B$.

\subsection{Simple case: two electrons, one of them frozen}

For $N\le2$ the search \eqref{eq:Levy} can be done by hand. For any set of orbitals $\nabla\rho=2\,{\rm Re}\sum_i\phi_i^*\nabla\phi_i$, and the Cauchy-Schwarz inequality on the index $i$ gives $|\nabla\rho|^2\le4\rho\sum_i|\nabla\phi_i|^2$. Dividing by $8\rho$ and integrating,
\begin{equation}
T[\{\phi_i\}]\ \ge\ \int\frac{|\nabla\rho|^2}{8\rho}=\frac12\int|\nabla\sqrt\rho|^2\equiv T_W[\rho],
\label{eq:vW}
\end{equation}
the von Weizs\"acker functional; the equality uses $\nabla\sqrt\rho=\nabla\rho/(2\sqrt\rho)$. For $N=1$ or $2$ the single spatial orbital $\sqrt{\rho/N}$ reaches this bound, so $T_s=T_W$. With $\psi=\sqrt\rho$ and $\hat T=-\frac12\nabla^2$ one has $T_W=\langle\psi|\hat T|\psi\rangle$, $\delta T_W=2\int(\hat T\psi)\,\delta\psi$ and $\delta\rho=2\psi\,\delta\psi$, so
\begin{equation}
\frac{\delta T_W}{\delta\rho}=\frac{\hat T\sqrt\rho}{\sqrt\rho}=-\frac{\nabla^2\sqrt\rho}{2\sqrt\rho}.
\label{eq:dvW}
\end{equation}
Exchange is explicit too. Let $K$ be the Coulomb repulsion integral of $|\phi|^2$ with itself. One electron has $J=K/2$ and no true interaction, so $E_x=-J$. Two electrons in one orbital have $J=\frac12\cdot4K=2K$ and interaction $K$, so $E_x=-J/2$. Correlation is dropped in this model, whose reference is therefore the restricted Hartree-Fock solution.

Take $N=2$ and $N_A=N_B=1$, with $\rho_A=\phi^2$. Write $v_H[\rho]=\delta J/\delta\rho=\int\rho(\mathbf r')/|\mathbf r-\mathbf r'|$; the factor $\frac12$ in $J$ is cancelled because both density factors vary. The total energy is $E=T_W[\rho]+\int(v_A+v_B)\rho+\frac12J[\rho]$, with derivative
\begin{equation}
g[\rho]\equiv\frac{\delta E}{\delta\rho}=\frac{\hat T\sqrt\rho}{\sqrt\rho}+v_A+v_B+\tfrac12v_H[\rho].
\label{eq:g}
\end{equation}
Varying $E[\phi^2+\rho_B]-\varepsilon\int\phi^2$ with respect to $\phi$ and dividing by 2 gives $(g-\varepsilon)\phi=0$. This becomes a Schr\"odinger equation for $\phi$ on adding and subtracting $\hat T\phi=(\hat T\phi/\phi)\phi$, which by \eqref{eq:dvW} is $\delta T_W/\delta\rho|_{\rho_A}\,\phi$ wherever $\phi>0$. Adding and subtracting also the Hartree and exchange potentials of $A$, namely $v_H[\rho_A]$ and $v_x[\rho_A]=-v_H[\rho_A]$, and using $\frac12v_H[\rho]=v_H[\rho_A]+v_H[\rho_B]-\frac12v_H[\rho]$, which holds because $v_H$ is linear,
\begin{align}
&\big(\hat T+v_A+v_H[\rho_A]+v_x[\rho_A]+v_{\rm emb}\big)\phi=\varepsilon\phi,\label{eq:model}\\
&v_{\rm emb}=v_B+v_H[\rho_B]+\big(-\tfrac12v_H[\rho]+v_H[\rho_A]\big)+\Big(\frac{\hat T\sqrt\rho}{\sqrt\rho}-\frac{\hat T\sqrt{\rho_A}}{\sqrt{\rho_A}}\Big).\nonumber
\end{align}
The two brackets have the form \eqref{eq:form} for exchange and for the kinetic energy.

A limit checks the kinetic bracket. If $\rho_B=\rho_0/2$, the solution should be $\rho_A=\rho_0/2$. Then $\sqrt{\rho_A}$ is proportional to $\sqrt\rho$, the kinetic bracket vanishes, the exchange bracket is $-\frac12v_H[\rho_0]+\frac12v_H[\rho_0]=0$, and \eqref{eq:model} reads $(\hat T+v_A+v_B+\frac12v_H[\rho_0])\phi=\varepsilon\phi$, the Hartree-Fock equation of the pair.

The sign of the nonadditive kinetic energy follows from writing $\rho_A=w\rho$, $\rho_B=(1-w)\rho$. Expanding $|\nabla(w\rho)|^2=w^2|\nabla\rho|^2+2w\rho\,\nabla w\cdot\nabla\rho+\rho^2|\nabla w|^2$,
\begin{align}
\frac{|\nabla\rho_A|^2}{\rho_A}&=w\frac{|\nabla\rho|^2}{\rho}+2\nabla w\cdot\nabla\rho+\rho\frac{|\nabla w|^2}{w},\nonumber\\
\frac{|\nabla\rho_B|^2}{\rho_B}&=(1-w)\frac{|\nabla\rho|^2}{\rho}-2\nabla w\cdot\nabla\rho+\rho\frac{|\nabla w|^2}{1-w}.\nonumber
\end{align}
The cross terms cancel in the sum, and $1/w+1/(1-w)=1/[w(1-w)]$, so
\begin{equation}
T_W[\rho]-T_W[\rho_A]-T_W[\rho_B]=-\frac18\int\rho\,\frac{|\nabla w|^2}{w(1-w)}\ \le0 .
\label{eq:Wneg}
\end{equation}
For two electrons that may share one orbital, the nonadditive kinetic energy is never positive. It returns the kinetic energy that was spent in localizing each electron separately.

The numerical version of this case lives on a line of 71 points from $-7$ to $7$ bohr with spacing $h=0.20$ bohr. The kinetic operator is the three-point matrix with $1/h^2$ on the diagonal and $-1/(2h^2)$ beside it, all interactions are softened to $1/\sqrt{x^2+1}$, and unit charges sit at $x=-1$ bohr ($A$) and $x=+1$ bohr ($B$). The lattice is taken as the definition of the model. The bound \eqref{eq:vW} survives: the diagonal part of $T$ depends on $\rho$ alone, the off-diagonal part is $-\sum_i\phi_{i,j}\phi_{i,j+1}$ times a positive number, and Cauchy-Schwarz gives $\sum_i\phi_{i,j}\phi_{i,j+1}\le\sqrt{\rho_j\rho_{j+1}}$. The self-consistent two-electron calculation gives $E_0=-1.853292$ Ha (electronic energy), orbital energy $\mu=-0.607643$ Ha and a maximum of $\rho_0$ of $0.5966$ bohr$^{-1}$.

We freeze $\rho_B=(0.5+0.3\tanh x)\rho_0$, which holds one electron because $\rho_0$ is even and $\tanh$ is odd, and which lies below $\rho_0$ everywhere. The numerical check makes two tests of \eqref{eq:model}. Away from the solution, at the density of the isolated atom $A$, a number-conserving change $\delta\rho$ alters $E$ minus the energy of $A$ alone at the rate $-0.03328995$ Ha by finite differences, and $\int v_{\rm emb}\,\delta\rho$ has the same value. Then \eqref{eq:model} is iterated with damped mixing of potentials, starting from the isolated atom. If $\phi$ is the ground state of the input potential $v_{\rm in}$, then $\hat T\phi/\phi=\varepsilon-v_{\rm in}$, and the output potential of \eqref{eq:model} is $v_{\rm out}=g-\hat T\phi/\phi=v_{\rm in}+g-\varepsilon$. A fixed point needs $g=\varepsilon$ at every site, which by \eqref{eq:g} is the two-electron equation for the nodeless function $\sqrt\rho$, so $\rho=\rho_0$ and $\varepsilon=\mu$, since that equation has only one solution (shown from convexity in the second section). The iteration ends at $E=-1.853292$ Ha and $\varepsilon=-0.607643$ Ha, with $\int|\rho-\rho_0|$ at the level of rounding, $3\times10^{-15}$ electrons. The nonadditive kinetic energy is $-0.0359$ Ha, with the sign of \eqref{eq:Wneg}. A rough estimate of its size uses $|w'|=0.3\,{\rm sech}^2x$, the central value $w(1-w)=0.25$, $\rho\approx0.6$ and $\int{\rm sech}^4x\,dx=4/3$: $\frac18\times0.6\times(0.09/0.25)\times\frac43\approx0.036$ Ha. The closeness is partly a cancellation: $0.6$ is the maximum of $\rho_0$, which overestimates the integrand, while $0.25$ is the maximum of $w(1-w)$, which underestimates it.

\subsection{General case: the exact split of the energy}

For any functional $X$ define $X^{\rm nad}[\rho_A,\rho_B]=X[\rho_A+\rho_B]-X[\rho_A]-X[\rho_B]$. The nuclear term is linear and splits into four pieces. The Hartree term is quadratic; expanding the product and using the symmetry of the kernel,
\begin{equation}
J[\rho_A+\rho_B]=J[\rho_A]+J[\rho_B]+\int\rho_A\,v_H[\rho_B].
\end{equation}
With $E_A[\rho_A]=T_s[\rho_A]+\int v_A\rho_A+J[\rho_A]+E_{xc}[\rho_A]$ and the same definition for $E_B$,
\begin{align}
E[\rho_A+\rho_B]={}&E_A[\rho_A]+E_B[\rho_B]+\int v_A\rho_B+\int\big(v_B+v_H[\rho_B]\big)\rho_A\nonumber\\
&+E_{xc}^{\rm nad}[\rho_A,\rho_B]+T_s^{\rm nad}[\rho_A,\rho_B].
\label{eq:split}
\end{align}
This is an identity, since the nonadditive terms are defined as the remainders. No orthogonality between orbitals of $A$ and orbitals of $B$ is imposed; $B$ need have no orbitals at all. Exchange between the two groups of electrons is carried by $E_{xc}^{\rm nad}$, while the kinetic cost of the orthogonality that the exclusion principle demands enters through $T_s[\rho_A+\rho_B]$, whose search \eqref{eq:Levy} runs over $N$ orthonormal spin orbitals.

A second limit shows this. Let $N_A=N_B=2$ and $\rho_A=\rho_B$. Since $T_W[2\rho_A]=2T_W[\rho_A]$, we have $T_s^{\rm nad}=T_s[2\rho_A]-T_W[2\rho_A]$. Four electrons need two orthogonal spatial orbitals. Equality in \eqref{eq:vW} requires $\nabla\phi_i=\mathbf a(\mathbf r)\phi_i$ with the same $\mathbf a$ for all $i$, which makes $\nabla(\phi_i/\sqrt\rho)=0$ wherever $\rho>0$. If $\rho_A$ is positive everywhere, the orbitals are then proportional, contradicting orthogonality, so $T_s^{\rm nad}>0$. Positivity is needed: for $\rho_A\propto x^2e^{-x^2}$ on a line the orthogonal pair $|x|e^{-x^2/2}$, $xe^{-x^2/2}$ reaches the bound and $T_s^{\rm nad}=0$. The exact $T_s^{\rm nad}$ has no fixed sign: it contains the negative part \eqref{eq:Wneg} and a contribution from the Pauli term $T_s-T_W\ge0$.

The energy has been split exactly into subsystem, coupling and nonadditive terms, and the embedding equation has been derived and checked for two electrons with one of them frozen. What remains is the equation for any number of electrons, a usable form of its kinetic potential, and the further conditions on the frozen density.
